# Why thermoreflectance loses sight of a highly conducting interface

**Question.** A thin metal film on a solid is heated by a laser beam whose power is modulated at angular frequency $\omega$. A second beam reads the oscillating surface temperature through the film's reflectance. The signal depends on the interface conductance $G$ between film and solid. Why does this dependence fade when $G$ is large, and how far can a higher modulation frequency restore it?

## The mechanism

Heat that leaves the film crosses the interface and then spreads into the substrate. These are two obstacles in series. The temperature the film needs to drive a given flux is the drop across the interface plus the temperature oscillation of the substrate surface. The film temperature reports their sum. If the interface contributes one part in a hundred, a ten per cent change of the interface changes the sum by about one part in a thousand.

What counts as small is set by the substrate, and it depends on frequency. During one period heat diffuses to a depth proportional to $\omega^{-1/2}$. The substrate's opposition to heat flow is roughly that depth divided by the conductivity, so it also falls as $\omega^{-1/2}$. Faster modulation therefore makes the interface a larger share of the total.

There is a competing path. The film stores heat, and at high frequency it absorbs and releases most of the laser power itself. Little heat then crosses the interface. The gain from fast modulation is therefore limited.

## From the mechanism to a formula

**The substrate.** Let oscillating quantities vary as $\exp(i\omega t)$, and let the heat penetrate much less deeply than the beam is wide, so that diffusion is one-dimensional. The substrate has conductivity $k$ and heat capacity per volume $C$. With $z$ measured into it, Fourier diffusion gives

$$i\omega C\,T=k\,\frac{d^2T}{dz^2},\qquad T=T_0\exp(-\sigma z),\qquad \sigma=\sqrt{i\omega C/k}.$$

The root with positive real part is chosen because the oscillation must die out in depth. The flux entering the surface is $-k\,dT/dz=k\sigma T_0$. The substrate impedance, temperature per unit flux, is therefore

$$Z_s=\frac{1}{k\sigma}=\frac{1}{e\sqrt{i\omega}},\qquad e=\sqrt{kC},\qquad |Z_s|=\frac{1}{e\sqrt\omega}.$$

Here $e$ is the effusivity. Since $\sqrt i=(1+i)/\sqrt2$,

$$Z_s=a(1-i),\qquad a=\frac{1}{e\sqrt{2\omega}}.$$

The negative imaginary part says that temperature lags behind flux.

**The interface and film.** Let $R=1/G$ be the total resistance between film and substrate. The same flux passes through $R$ and $Z_s$, so the load on the film is $Z_L=R+Z_s$. Take the film to be isothermal through its thickness $h$, with heat capacity per area $c=C_fh$. For absorbed flux $q_0$ and film temperature $T_f$, energy balance reads

$$q_0=i\omega c\,T_f+\frac{T_f}{Z_L}.$$

Solving for the response $\theta=T_f/q_0$ gives

$$\theta=\frac{Z_L}{1+i\omega cZ_L}.$$

**The sensitivity.** If the reflectance change is a real constant times $T_f$, that constant drops out of a logarithmic derivative. Define

$$S=\frac{\partial\ln\theta}{\partial\ln R}=R\,\frac{\partial\ln\theta}{\partial Z_L}.$$

Because $\ln\theta=\ln Z_L-\ln(1+i\omega cZ_L)$,

$$S=R\left[\frac1{Z_L}-\frac{i\omega c}{1+i\omega cZ_L}\right]=\frac{R}{Z_L(1+i\omega cZ_L)}.$$

The real part of $S$ is the fractional amplitude change per unit $\ln R$. The imaginary part is the phase change in radians per unit $\ln R$.

The first factor, $R/Z_L$, is the interface's share of the series load. The second, $1/(1+i\omega cZ_L)$, is the fraction of the absorbed flux that leaves the film, because $T_f/(Z_Lq_0)=\theta/Z_L$. The formula thus contains both parts of the mechanism.

**Upper limits.** Write $y=i\omega cZ_L$. Its real part is $\omega ca>0$, so

$$|1+y|^2=1+2\,\mathrm{Re}\,y+|y|^2,$$

which exceeds both 1 and $|y|^2$. Also $|Z_L|$ exceeds both $R$ and $|Z_s|$, because $R$ and the real part of $Z_s$ are positive. Using $|1+y|\ge1$ gives

$$|S|\le\frac{R}{|Z_L|}\le\min\left(\frac{R}{|Z_s|},1\right).$$

Using $|1+y|\ge|y|$ gives

$$|S|\le\frac{R}{\omega c|Z_L|^2}\le\min\left(\frac{Re^2}{c},\frac1{\omega cR}\right),$$

where $|Z_s|^{-2}=\omega e^2$ was used. The limit $R/|Z_s|=Re\sqrt\omega$ answers the first half of the question: within this model, $R\ll|Z_s|$ forces both amplitude and phase sensitivity to be small. The limit $Re^2/c$ does not contain frequency, so for a sufficiently conducting interface faster modulation cannot rescue the measurement.

## What frequency can and cannot do

For $R\ll|Z_s|$, replace $Z_L$ by $Z_s$ in the denominator of $S$. Define

$$\epsilon=\frac{Re^2}{c},\qquad u=i\omega cZ_s=\frac{c\sqrt{i\omega}}{e}.$$

Since $R/Z_s=Re\sqrt{i\omega}=\epsilon u$, the leading result is

$$S\simeq\epsilon\,\frac{u}{1+u}.$$

Put $u=x(1+i)/\sqrt2$ with $x=c\sqrt\omega/e$. Multiplying numerator and denominator by $1+u^*$ gives

$$\frac{u}{1+u}=\frac{u+|u|^2}{|1+u|^2}=\frac{x/\sqrt2+x^2+ix/\sqrt2}{1+\sqrt2\,x+x^2}.$$

For small $x$ both parts grow as $\sqrt\omega$. For large $x$ the amplitude part approaches $\epsilon$ as long as $R\ll|Z_s|$ still holds (at higher frequencies the limit $1/(\omega cR)$ makes it fall again, so the plateau is reached only for very small $\epsilon$; at $\epsilon=0.06$ the full formula peaks at about two thirds of $\epsilon$), while the phase part falls. Dividing its numerator and denominator by $x$,

$$\mathrm{Im}\,S\simeq\frac{\epsilon}{\sqrt2}\,\frac1{x+1/x+\sqrt2}.$$

The sum $x+1/x$ has its minimum, 2, at $x=1$. The phase sensitivity therefore has its positive peak at

$$\omega_c=\frac{e^2}{c^2},\qquad \mathrm{Im}\,S_{\max}\simeq\frac{\epsilon}{\sqrt2(2+\sqrt2)}=\frac{\sqrt2-1}{2}\,\epsilon\approx0.207\,\epsilon.$$

**Where the phase formula fails.** The phase part is a small remainder at high frequency, so it needs a stricter condition than $R\ll|Z_s|$. Return to the full expression, with $S=R/D$ and $D=Z_L+i\omega cZ_L^2$. From $Z_L=R+a-ia$,

$$Z_L^2=R^2+2Ra-2ia(R+a),$$

$$\mathrm{Im}\,D=-a+\omega cR(R+2a).$$

Since $\mathrm{Im}\,S=-R\,\mathrm{Im}\,D/|D|^2$,

$$\mathrm{Im}\,S=\frac{Ra}{|D|^2}\left[1-\omega cR\left(2+\frac Ra\right)\right].$$

The leading phase formula thus also requires $2\omega cR\ll1$. When the bracket vanishes, the phase is insensitive to a small change of $R$, whatever the size of $R/|Z_s|$. Beyond that frequency the sensitivity is negative.

The negative part can exceed the positive peak in size. Where $\omega c|Z_L|\gg1$, $S\simeq R/(i\omega cZ_L^2)$. With $r=R/|Z_s|$, one has $Z_L=Z_s(1+r\sqrt i)$ and $i\omega cZ_s^2=c/e^2$, so

$$S\simeq\frac{\epsilon}{(1+r\sqrt i)^2},\qquad \mathrm{Im}\,S\simeq-\frac{\epsilon s}{(1+s)^2},\qquad s=\sqrt2\,r+r^2.$$

The lowest value is $-\epsilon/4$, reached at $s=1$, or $r\approx0.52$. For $\epsilon\ll1$ this is slightly larger in size than the positive peak, but it lies near $0.27\,\omega_c/\epsilon^2$, a far higher frequency, where a real film may no longer be isothermal. Value and position are limits for $\epsilon\to0$: at $\epsilon=0.06$ the full formula gives $-0.22\,\epsilon$ near $0.44\,\omega_c/\epsilon^2$. For the silica example below this is −13 mrad at 1.2 GHz, and resolving the film's thickness changes it to −19 mrad.

In short, $R\ll|Z_s|$ is sufficient for poor sensitivity, but $R\gtrsim|Z_s|$ does not guarantee a useful phase signal.

## Why the film thickness matters so much

A small signal could still be useful if its frequency dependence were distinctive. To see whether it is, write the inverse response with $Y=1/Z_s=e\sqrt{i\omega}$:

$$\frac1\theta=i\omega c+\frac1{R+1/Y}=i\omega c+\frac{Y}{1+RY}.$$

For $R|Y|\ll1$ the last term is $Y-RY^2+R^2Y^3-\dots$, and $Y^2=i\omega e^2$. Hence

$$\frac1\theta\simeq i\omega\,(c-Re^2)+e\sqrt{i\omega}.$$

To first order, the interface acts as missing film heat capacity. The reason is geometric. A substrate layer of thickness $\ell=Rk$ has resistance $R$ and heat capacity $\ell C=Re^2$ per area. Adding such a layer to a half-space leaves a half-space. The interface supplies the resistance of that layer without its heat capacity, so the film sees a half-space from which $Re^2$ has been removed near the surface.

At this order, no choice of frequencies separates $R$ from $c$ when both are unknown. If the assumed film capacity is wrong by $\delta c$, a fit compensates by keeping $c-Re^2$ fixed:

$$\delta R=\frac{\delta c}{e^2},\qquad \frac{\delta R}{R}=\frac{1}{\epsilon}\frac{\delta c}{c}.$$

The next term, $R^2Y^3$, does distinguish them, but it is smaller than the first-order term by the factor $R/|Z_s|$.

## Numbers for aluminium on silica and sapphire

Take an 80 nm aluminium film with rough values $k_f=200$ W/(m K) and $C_f=2.4$ MJ/(m³ K), and an interface with $G=200$ MW/(m² K). Then $c=0.192$ J/(m² K) and $R=5.0$ m² K/GW. Film and interface are held fixed while the substrate changes. Rough substrate values are $k=1.4$ W/(m K), $C=1.65$ MJ/(m³ K) for fused silica and $k=35$ W/(m K), $C=3.1$ MJ/(m³ K) for sapphire.

For silica, $e^2=1.4\times1.65\times10^6=2.31\times10^6$ in SI units, so $e=1520$ and

$$\epsilon=\frac{5.0\times10^{-9}\times2.31\times10^6}{0.192}=0.060.$$

At 10 MHz, $\omega=6.28\times10^7$ s⁻¹ and

$$|Z_s|=\frac1{1520\sqrt{6.28\times10^7}}=83\ \mathrm{m^2\,K/GW}.$$

The interface resistance is thus 6% of the substrate impedance. The full formula for $S$ gives the following values, with $f=\omega/2\pi$ in MHz, $|Z_s|$ in m² K/GW and $\mathrm{Im}\,S$ in mrad.

| Substrate | $f$ | $\lvert Z_s\rvert$ | $R/\lvert Z_s\rvert$ | $\mathrm{Re}\,S$ | $\mathrm{Im}\,S$ |
|---|---|---|---|---|---|
| silica | 0.1 | 830 | 0.006 | 0.004 | 3.7 |
| silica | 1 | 262 | 0.019 | 0.013 | 8.4 |
| silica | 10 | 83 | 0.060 | 0.029 | 9.8 |
| silica | 100 | 26 | 0.19 | 0.039 | −2.1 |
| sapphire | 0.1 | 121 | 0.041 | 0.029 | 27 |
| sapphire | 1 | 38 | 0.13 | 0.091 | 71 |
| sapphire | 10 | 12 | 0.41 | 0.26 | 113 |
| sapphire | 100 | 3.8 | 1.3 | 0.36 | −102 |

The same interface is much easier to measure on sapphire, whose impedance is about seven times smaller at each frequency. A phase error of 1 mrad at 10 MHz corresponds to an error in $R$ of $1/9.75=10\%$ on silica and $1/113=0.9\%$ on sapphire. If $G$ doubles, the phase changes by −5.2 mrad on silica and −69 mrad on sapphire.

For silica the small-$R$ formula places the positive phase peak at 10 MHz with height $0.207\times0.0602=12.5$ mrad. A frequency scan of the full formula finds 10.5 mrad at 4.8 MHz. The finite-$R$ bracket explains part of the difference: at 10 MHz, $\omega cR=0.060$ and $R/a=0.085$, so the bracket is $1-0.060\times2.085=0.87$. The rest comes from $|D|$, which grows with $R$. At 100 MHz, $\omega cR=0.603$ and $R/a=0.27$; the bracket is $1-0.603\times2.27=-0.37$, hence the negative sign in the table.

On sapphire $\epsilon=2.8$, so the small-$R$ estimate of the peak, 585 mrad at 468 MHz, is outside its range. The full formula gives 114 mrad at 8 MHz. At 100 MHz the interface resistance exceeds $|Z_s|$, and the phase sensitivity, having passed through zero, is −102 mrad, nearly the size of the positive peak; it goes on falling to −179 mrad near 270 MHz.

The missing heat capacity on silica equals that of $\epsilon h=4.8$ nm of aluminium. To first order, a 1 nm error in film thickness therefore becomes an error of about $1/4.8=21\%$ in $R$. In this estimate the ratio does not depend on the total film thickness, because $\delta R=C_f\,\delta h/e^2$. At finite $R$, the phase at 10 MHz gives a somewhat larger error, which grows with film thickness. A thinner film raises $\epsilon$, but it relaxes the demand on relative thickness accuracy much more than on absolute accuracy.

## How a real film changes the numbers

Films of tens of nanometres, megahertz modulation and beams of tens of micrometres are ordinary conditions for this method, and the chosen $G$ is within the broad range of metal–dielectric contacts. Two assumptions are corrected here: a real film is not isothermal, and it carries heat sideways. Both can be included by decomposing the beam into lateral wave numbers $q$. In the substrate, $\sigma$ becomes $\sqrt{q^2+i\omega C/k}$, and the load is $Z_L=R+1/(k\sigma)$. In the film, let $\gamma=\sqrt{q^2+i\omega C_f/k_f}$ and, for unit flux at the front surface,

$$T=A\cosh\gamma z-\frac{\sinh\gamma z}{k_f\gamma}.$$

At the back of the film, temperature must equal $Z_L$ times flux:

$$A\cosh\gamma h-\frac{\sinh\gamma h}{k_f\gamma}=Z_L(\cosh\gamma h-Ak_f\gamma\sinh\gamma h).$$

Solving for the front temperature $A=\theta_q$ gives

$$\theta_q=\frac{Z_L+\tanh(\gamma h)/(k_f\gamma)}{1+k_f\gamma\tanh(\gamma h)Z_L}.$$

For equal Gaussian pump and probe beams of $1/e^2$ intensity radius $w$ (Euler's number here), each contributes a factor $\exp(-q^2w^2/8)$. Relative to the flux $P/(\pi w^2)$, where $P$ is absorbed power, the measured response is

$$\bar\theta=\frac{w^2}{2}\int_0^\infty\theta_q\exp(-q^2w^2/4)\,q\,dq.$$

I evaluate this integral by Gauss–Legendre quadrature with $w=30$ µm. For silica at 10 MHz, resolving the film's thickness shifts the phase by 3.9 mrad, and lateral spreading adds 3.0 mrad. If ignored, these shifts would be read as changes in $R$ of about 40% and 31%. These percentages, like those below, are linearised: phase shift divided by 9.75 mrad. The sensitivity itself moves little at this frequency, from 9.8 to 9.6 mrad, though at 100 MHz it goes from −2.1 to −3.6 mrad. On sapphire it goes from 113 to 106 mrad at 10 MHz and from −102 to −116 mrad at 100 MHz. An analysis can include both effects, but it then relies on the values of $k_f$ and $w$. Heating and reading are placed at the front surface here; an optical depth of 7 nm in the metal, applied to both, would change the silica phase at 10 MHz by about −1 mrad. Electrons and lattice in the film are taken to share one temperature.

The size of the lateral effect can be understood from the film's sideways conductance, $k_fhq^2$ per area. The Gaussian weight makes the mean of $q^2$ equal to $4/w^2$, so this conductance is

$$200\times80\times10^{-9}\times\frac{4}{(30\times10^{-6})^2}=7\times10^4\ \mathrm{W/(m^2\,K)}.$$

That is only 0.6% of $1/|Z_s|$, but the interface signal is itself a matter of milliradians.

A 1% increase in film heat capacity shifts the phase by −2.2 mrad, equivalent to −22% in $R$. The first-order estimate is $1\%/0.060=17\%$ in size; the larger value mainly reflects the reduced phase sensitivity at finite $R$.

Steady heating is also significant. At zero frequency a bare half-space has $\theta_q=1/(kq)$, and the integral gives $\sqrt\pi\,w/(2k)$. This is $1.9\times10^4$ m² K/GW for silica: the $\omega^{-1/2}$ law has saturated. Equating this value to $1/(e\sqrt\omega)$ gives $\omega=4k/(\pi Cw^2)$, that is $\omega/2\pi=191$ Hz, for the crossover without a film. For 3 mW of mean absorbed power the bare surface, averaged over the probe beam, would warm by

$$\frac{3\times10^{-3}}{\pi(30\times10^{-6})^2}\times1.9\times10^{-5}=20\ \mathrm K.$$

With the film spreading the heat, the integral gives 15 K. If $e^2$ is taken proportional to absolute temperature, a rough assumption for silica near 300 K, the phase shifts by 5.5 mrad, equivalent to 56% in $R$, with the film's properties held fixed. This applies the probe-averaged rise uniformly. The rise is 19 K at the centre of the spot, and the oscillating signal is weighted by the product of pump and probe intensities; under that weight the mean rise is 16 K and the shift about 6 mrad. The heat capacity of aluminium also rises with temperature, which offsets part of this shift. On silica the temperature of the measurement thus matters more than a 1 mrad reading error.

These results concern harmonic modulation, not the decay after a short pulse. They also presume Fourier diffusion within the heated depth, which is 164 nm in silica at 10 MHz; departures from it have not been estimated here. Finally, $R$ includes any thin resistive layer at the contact, so even an accurate value does not by itself identify the resistance of the bare boundary.

All numerical values are calculated from the stated model.
